# Delta gauge of silicon for a 1 percent equilibrium-volume error

## Problem

A pseudopotential replaces the core electrons of an atom and so slightly changes how the computed energy of a crystal depends on its volume. One way to measure this change is to compute the energy per atom as a function of the volume per atom, $V$, once with the pseudopotential (curve $b$) and once with a reference method (curve $a$), and to compare the curves. The density functional is the same in both, so that, if both calculations are numerically converged, only the treatment of the core differs.

The absolute energies have different zeros, so each curve is first shifted to make its minimum zero. The delta gauge is then the root-mean-square difference over a window of relative half-width $w=0.06$:

$$
\Delta=\left\{\frac{1}{2wV_m}\int_{(1-w)V_m}^{(1+w)V_m}\left[E_b(V)-E_a(V)\right]^2dV\right\}^{1/2},
\qquad V_m=\frac{V_a+V_b}{2}.
$$

Here $V_a$ and $V_b$ are the two equilibrium volumes. For silicon take $V_a=20.45$ Å$^3$ per atom and a bulk modulus $B=88.5$ GPa for both curves. Let both be harmonic, and let the pseudopotential make the equilibrium volume 1 % too large. What is $\Delta$? How far does the answer depend on the harmonic form and on the equality of the bulk moduli?

## First estimate by scaling

When the volume is a fraction $x$ above equilibrium, the slope of the energy curve is about $Bx$. Moving the curve sideways by $\delta=V_b-V_a$ therefore changes the energy at that volume by about $B\delta x$ in magnitude. The difference is near zero in the middle of the window and reaches about $B\delta w$ at its edges. Half the edge value is a fair typical size:

$$
\Delta_{\rm est}=\tfrac12 B\delta w .
$$

The bulk modulus in electronvolts per cubic ångström is

$$
B=\frac{88.5\times10^{9}\times10^{-30}}{1.602\times10^{-19}}\ \text{eV/Å}^3=0.55237\ \text{eV/Å}^3 .
$$

With $\delta=0.01\times20.45=0.2045$ Å$^3$, the product is $B\delta=112.96$ meV, and

$$
\Delta_{\rm est}=0.5\times112.96\times0.06\ \text{meV}=3.4\ \text{meV per atom}.
$$

The scaling argument fixes the dependence on $B$, $\delta$ and $w$, but the factor $\tfrac12$ is a guess.

## Exact solution of the harmonic model

**The energy difference.** The bulk modulus at equilibrium is $B=V_i\,E_i''(V_i)$, so the curvature of curve $i$ is $B/V_i$. With the minimum at zero energy,

$$
E_i(V)=\frac{B(V-V_i)^2}{2V_i}
=\frac B2\left(\frac{V^2}{V_i}-2V+V_i\right),\qquad i=a,b .
$$

The term $-2V$ is the same in both curves and cancels in the difference:

$$
E_b-E_a=\frac B2\left[V^2\left(\frac1{V_b}-\frac1{V_a}\right)+V_b-V_a\right].
$$

Since $1/V_b-1/V_a=-\delta/(V_aV_b)$,

$$
E_b-E_a=\frac{B\delta}{2}\left[1-\frac{V^2}{V_aV_b}\right].
$$

**Centring on the window.** Write $V=V_m(1+x)$, with $-w\le x\le w$, and define $r=V_m^2/(V_aV_b)$. Then

$$
E_b-E_a=-\frac{B\delta}{2}\left[(r-1)+2rx+rx^2\right].
$$

The number $r$ is close to one. From $V_a=V_m-\delta/2$ and $V_b=V_m+\delta/2$ we have $V_aV_b=V_m^2-\delta^2/4$, so

$$
r-1=\frac{\delta^2/4}{V_m^2-\delta^2/4}\approx\frac{\delta^2}{4V_m^2}=2.5\times10^{-5}.
$$

The difference is thus nearly the straight line $-B\delta x$. For the present numbers it is $+6.57$ meV at the lower edge, $-0.0014$ meV at $V_m$ and $-6.98$ meV at the upper edge. The edge values differ in size because of the $x^2$ term.

**The average.** Since $dV=V_m\,dx$, the definition becomes a uniform average over $x$, denoted $\langle\cdots\rangle$. The square of the bracket is

$$
(r-1)^2+4r^2x^2+r^2x^4+4r(r-1)x+2r(r-1)x^2+4r^2x^3 .
$$

Odd powers average to zero over the symmetric window, while

$$
\langle x^2\rangle=\frac1{2w}\int_{-w}^{w}x^2dx=\frac{w^2}{3},\qquad
\langle x^4\rangle=\frac{w^4}{5}.
$$

Hence, without approximation within this model,

$$
\Delta=\frac{B|\delta|}{2}\left[(r-1)^2+\frac{2r(r-1)w^2}{3}+r^2\left(\frac{4w^2}{3}+\frac{w^4}{5}\right)\right]^{1/2}.
$$

**Leading order.** Setting $r=1$ leaves

$$
\Delta\approx\frac{B|\delta|}{2}\sqrt{\frac{4w^2}{3}\left(1+\frac{3w^2}{20}\right)}
\approx\frac{B|\delta|w}{\sqrt3}\left(1+\frac{3w^2}{40}\right).
$$

The prefactor gives

$$
\frac{B|\delta|w}{\sqrt3}=112.96\times0.034641\ \text{meV}=3.913\ \text{meV per atom}.
$$

The correction $3w^2/40$ is 0.027 %. The full formula gives 3.914 meV, as does numerical integration of the definition; this is 0.030 % above the leading term, the small remainder being due to $r\neq1$. **The harmonic delta gauge is therefore 3.9 meV per atom.**

## Comparison of the two

The estimate and the leading-order solution have the same form, and their ratio is

$$
\frac{B|\delta|w/\sqrt3}{B|\delta|w/2}=\frac{2}{\sqrt3}\approx1.15 .
$$

The factor $\tfrac12$ is the mean absolute value of a straight line through zero, in units of its edge value. The gauge uses the root mean square, which gives $1/\sqrt3$ because squaring gives more weight to the edges. This accounts for the step from 3.4 to 3.9 meV.

**Other harmonic conventions.** If the curves share the curvature $k=B/V_a$ instead of the bulk modulus, then

$$
E_b-E_a=\frac k2\left[(V-V_b)^2-(V-V_a)^2\right]=-k\delta(V-V_m).
$$

The difference is now exactly linear, and $\Delta=k|\delta|wV_m/\sqrt3=3.93$ meV. If the window is also centred on $V_a$, then $V=V_a(1+x)$ and $V-V_m=V_ax-\delta/2$. The mean square of this is $V_a^2w^2/3+\delta^2/4$, so with $\varepsilon=|\delta|/V_a$

$$
\Delta=BV_a\varepsilon\sqrt{\frac{w^2}{3}+\frac{\varepsilon^2}{4}}=3.95\ \text{meV}.
$$

These choices move the result by about 0.5 % and 1 %, respectively.

**An error in the bulk modulus alone.** Let the volumes agree, and let curve $b$ have the bulk modulus $B(1+\beta)$. The difference is $\beta BV_ax^2/2$, and its root mean square is

$$
\Delta=\frac{|\beta|BV_a}{2}\sqrt{\frac{w^4}{5}}=\frac{|\beta|BV_aw^2}{2\sqrt5}.
$$

With $BV_a=11.296$ eV, a 1 % error in $B$ gives 0.091 meV. It would take a 43 % error in $B$ to match the effect of the 1 % volume error. The reason is the power of $w$: a volume error enters as $w$, a bulk-modulus error as $w^2$. For a given material, $\Delta$ is thus far more sensitive to a relative error in the volume than to the same relative error in the stiffness.

**Reading a gauge value backwards.** If the whole discrepancy is a volume error, the leading formula assigns $\Delta=1$ meV to an error of 0.256 % in volume for silicon. This conversion is inversely proportional to $BV_a$ and so depends on the material. For a soft metal such as caesium (roughly 2 GPa and 117 Å$^3$ per atom, so $BV_a\approx1.5$ eV) the same 1 meV corresponds to about 2 % in volume, and a small $\Delta$ then says much less. The distinction between volume and length matters here. A 1 % error in the lattice constant is a 3.03 % error in volume, and gives 11.9 meV.

## Where the harmonic model falls short

**The leading anharmonic term.** The curves of most solids, silicon among them, are steeper under compression than under expansion; by the expansion below this holds near equilibrium when $B'>-1$. Write $E=BV_0f(u)$ with $u=V/V_0=1+x$, where $V_0$ is the equilibrium volume and $x$ is now measured from it. The pressure is $-Bf'$ and the bulk modulus at volume $V$ is $Buf''$. Its derivative with respect to pressure, taken at $u=1$ where $f''=1$, is

$$
B'=\frac{B(f''+uf''')}{-Bf''}\bigg|_{u=1}=-(1+f'''),
$$

so $f'''=-(1+B')$ and $f=x^2/2-(1+B')x^3/6+\dots$ A small change of $V_0$ at fixed $B$ and $B'$ changes the energy at the rate

$$
\frac{\partial E}{\partial V_0}=B\,(f-uf')
=B\left(-x+\frac{B'}{2}x^2+\dots\right).
$$

The linear term, which sets the harmonic result, is unchanged. If $B$ also changes by a fraction $\beta$, a term $\beta BV_0x^2/2$ is added, and with $\delta=\varepsilon V_0$

$$
E_b-E_a\approx BV_0\left[-\varepsilon x+\frac{\varepsilon B'+\beta}{2}x^2\right].
$$

The quadratic term vanishes for $\beta=-B'\varepsilon$ and doubles for $\beta=+B'\varepsilon$.

There is also a second-order effect on the slope. With $x$ measured from the mean volume, the harmonic parts are proportional to $(1+\beta)(x-\varepsilon/2)^2/2$ and $(x+\varepsilon/2)^2/2$. Their difference has the linear term $-\varepsilon(1+\beta/2)x$, so the slope follows the mean of the two bulk moduli.

**Size for silicon.** The third-order Birch-Murnaghan equation of state with $B'=4.3$, a rough typical value, gives the following. The volume error is held at 1 %, and $B'\varepsilon=4.3$ %.

- Equal bulk moduli: 3.96 meV.
- $B$ of curve $b$ lowered by 4.3 %: 3.82 meV.
- $B$ of curve $b$ raised by 4.3 %: 4.14 meV.

The changes from the harmonic 3.91 meV are about $+1$, $-2$ and $+6$ %. The factor $1+\beta/2$ accounts for about 2 % down or up in the last two cases; the quadratic and cubic terms of the difference supply nearly all the rest. These two enter $\Delta$ at the same relative order $w^2$, the quadratic term through its square and the cubic term through its product with the linear term. For equal bulk moduli they contribute about 0.5 % and 0.7 %.

**A spurious pressure.** A simple model gives a softening of this size. Suppose the pseudopotential adds an energy $pV$ with constant $p$. The difference between the curves is then a straight line. Moving the minimum to $V_b$ requires $p=-E_a'(V_b)$, which is $-0.862$ GPa here; the negative sign means that the added term favours expansion. The curvature at each volume is untouched, but the new minimum lies where the original curve is softer, with a bulk modulus of 84.8 GPa. To leading order the line crosses zero at $V_m$, so

$$
\Delta\approx\frac{|p|wV_m}{\sqrt3}=3.83\ \text{meV}.
$$

The constant pressure is only an idealisation; an error in the core need not be linear in $V$. An added term $cV^{-n}$ with the same slope $p$ at $V_b$ has the curvature $(n+1)|p|/V_b$ there, so it raises the bulk modulus above 84.8 GPa by $(n+1)|p|$. For $n=3$ this gives 88.2 GPa and $\Delta=3.95$ meV, and for $n=8$ it gives 92.5 GPa and $\Delta=4.23$ meV. A volume that is too large can thus come with a softer or a stiffer curve.

**Relation to real silicon.** The given $B$ and $V_a$ are in the range that gradient-corrected functionals yield for silicon. Measured values are roughly 20 Å$^3$ per atom and a little under 100 GPa, so the inputs are not unusual. Real curves are anharmonic, however, and the two methods need not give the same bulk modulus. In the cases above, anharmonicity alone moves $\Delta$ by about 1 %, and anharmonicity together with a 4.3 % change of $B$ moves it by at most 6 % when both curves share the same $B'$. This is not a general bound: the added term with $n=8$, which also changes $B'$, moves $\Delta$ by 8 %. Zero-point and thermal motion are absent because both curves are static. They would have to be considered if a computed volume were compared with a measured one. The gauge itself measures only the distance from the reference calculation: a pseudopotential can have a small $\Delta$ while the functional shared by both calculations gives the wrong volume.

The numerical output lists most of the values used here with further digits.

## Table of computed values

```
Bulk modulus B: 88.5 GPa
Bulk modulus B: 0.55237 eV/A^3
Reference volume Va: 20.450 A^3/atom
Volume error: 1.00 %
Volume difference dV: 0.2045 A^3/atom
Shifted volume Vb: 20.6545 A^3/atom
Mean volume Vm: 20.55225 A^3/atom
Window half-width w: 6.0 %
Window lower edge: 19.3191 A^3/atom
Window upper edge: 21.7854 A^3/atom
Energy scale B*Va: 11.2960 eV/atom
B*dV: 112.960 meV/atom
w/sqrt(3): 0.034641
Eb-Ea at lower edge: 6.573 meV/atom
Eb-Ea at Vm: -0.00140 meV/atom
Eb-Ea at upper edge: -6.983 meV/atom
Delta, leading formula: 3.9131 meV/atom
Delta, defining integral: 3.9142 meV/atom
Relative correction: 0.0301 %
Delta, equal curvature: 3.9326 meV/atom
Delta, equal curvature, window on Va: 3.9536 meV/atom
Delta, 1 % error in B alone: 0.0909 meV/atom
B error giving the same Delta: 43.0 %
Volume error for Delta = 1 meV/atom: 0.256 %
Delta, 1 % error in lattice constant: 11.864 meV/atom
B1 (rough): 4.3
Change of B by B1*eps: 4.30 %
Anharmonic Delta, equal B: 3.959 meV/atom
Anharmonic Delta, B softened: 3.822 meV/atom
Anharmonic Delta, B stiffened: 4.136 meV/atom
Spurious pressure p: -0.8620 GPa
B at Vb on the anharmonic curve: 84.78 GPa
Delta, constant pressure: 3.830 meV/atom
```
